\section*{Grote-Hynes transmission factor for a polar coordinate with exponential memory friction}

\section{Result and conventions}

Let $q$ be the displacement along a polar switching path, measured from the barrier top, and let $m$ be its effective mass. Near the top the coordinate obeys
\begin{equation}
\ddot q=\omega_b^2q-\int_0^t\gamma(t-s)\dot q(s)\,ds+\frac{R(t)}{m},\qquad
\gamma(t)=\frac{\gamma_0}{\tau}e^{-t/\tau}. \label{gle}
\end{equation}
The transmission factor, which is the long-time reactive flux divided by the transition-state flux, is
\begin{equation}
\boxed{\kappa=\frac{\lambda}{\omega_b},\qquad
\lambda^2+\frac{\gamma_0\lambda}{1+\lambda\tau}=\omega_b^2,\quad \lambda>0.}\label{gh}
\end{equation}
The second relation is the Grote-Hynes equation for this kernel. For short memory, $\lambda\tau\ll1$ at fixed $\gamma_0$, it gives the Kramers factor
\begin{equation}
\kappa_K=\sqrt{1+\left(\frac{\gamma_0}{2\omega_b}\right)^2}-\frac{\gamma_0}{2\omega_b}.\label{kr}
\end{equation}

The barrier frequency $\omega_b$ is an angular frequency, with potential $-m\omega_b^2q^2/2$. The kernel has the unit of inverse time squared, and its time integral is $\gamma_0$, an inverse time. If a fit supplies the initial value $\gamma(0)$ instead, then $\gamma_0=\gamma(0)\tau$. A kernel defined as force per velocity and time must first be divided by $m$.

The motion is classical. The force $R$ is Gaussian with zero mean, and
\begin{equation}
\langle R(t)R(s)\rangle=mkT\,\gamma(|t-s|).\label{fdt}
\end{equation}
It is independent of $q(0)$ and $\dot q(0)$, which means that the bath starts in equilibrium with the coordinate held at $q(0)$. The barrier is taken as parabolic over the region where recrossing is decided.

If the polarization is $P=cq$ with constant $c$, multiplying \eqref{gle} by $c$ leaves $\omega_b$, $\gamma_0$ and $\tau$ unchanged. The factor $\kappa$ is therefore the same whether the path is described by displacement or by polarization.

\section{Response to an initial velocity}

The Laplace transform of the kernel is
\begin{equation}
\hat\gamma(z)=\frac{\gamma_0}{\tau}\int_0^\infty e^{-(z+1/\tau)t}dt=\frac{\gamma_0}{1+z\tau}.
\end{equation}
Start a trajectory at $q(0)=0$ with velocity $v_0$. The transform of $\dot q$ is $z\hat q$ and that of $\ddot q$ is $z^2\hat q-v_0$, so \eqref{gle} becomes
\begin{equation}
\left[z^2+z\hat\gamma(z)-\omega_b^2\right]\hat q=v_0+\hat R/m.
\end{equation}
Define $G(t)$ by $\hat G=1/[z^2+z\hat\gamma-\omega_b^2]$. Then
\begin{equation}
q(t)=v_0G(t)+\xi(t),\qquad \xi(t)=\frac1m\int_0^tG(t-s)R(s)\,ds.\label{sol}
\end{equation}
Here $G(0)=0$ and $\dot G(0)=1$. It is useful to define also
\begin{equation}
\chi(t)=1+\omega_b^2\int_0^tG(s)\,ds,\qquad \dot\chi=\omega_b^2G.\label{chi}
\end{equation}

\section{Noise variance}

Relations \eqref{fdt} and \eqref{sol}, with both time arguments reversed, give
\begin{equation}
\sigma^2(t)=\langle\xi^2\rangle=\frac{kT}{m}\int_0^t\!\!\int_0^tG(s)G(s')\gamma(|s-s'|)\,ds\,ds'.
\end{equation}
Raising $t$ extends the square of integration along two equal edges, hence
\begin{equation}
\frac{d\sigma^2}{dt}=\frac{2kT}{m}G(t)\int_0^t\gamma(t-s)G(s)\,ds.\label{dvar}
\end{equation}
To evaluate the remaining integral, divide the defining equation of $\hat G$ by $z$:
\begin{equation}
z\hat G+\hat\gamma\hat G-\omega_b^2\frac{\hat G}{z}=\frac1z.
\end{equation}
In the time domain this reads
\begin{equation}
\int_0^t\gamma(t-s)G(s)\,ds=1+\omega_b^2\int_0^tG\,ds-\dot G=\chi-\dot G.
\end{equation}
Insert this in \eqref{dvar} and replace $G\chi$ by $\chi\dot\chi/\omega_b^2$:
\begin{equation}
\frac{d\sigma^2}{dt}=\frac{2kT}{m}\left(\frac{\chi\dot\chi}{\omega_b^2}-G\dot G\right)
=\frac{kT}{m}\frac{d}{dt}\left(\frac{\chi^2}{\omega_b^2}-G^2\right).
\end{equation}
Since $\sigma(0)=G(0)=0$ and $\chi(0)=1$, integration yields
\begin{equation}
\sigma^2=\frac{kT}{m}\left(\frac{\chi^2-1}{\omega_b^2}-G^2\right).\label{var}
\end{equation}

\section{Reactive flux}

Let $\theta$ be the unit step function. The time-dependent transmission factor is
\begin{equation}
\kappa(t)=\frac{\langle v_0\theta(q(t))\rangle}{\langle v_0\theta(v_0)\rangle},\qquad q(0)=0.
\end{equation}
It counts flux through the top according to the side on which trajectories are found at time $t$. The denominator is the transition-state flux, which assumes no recrossing.

The variables $v_0$ and $q(t)$ are jointly Gaussian with zero mean. Their covariance is $C=(kT/m)G$, and the variance of $q(t)$ is
\begin{equation}
S^2=\frac{kT}{m}G^2+\sigma^2=\frac{kT}{m}\frac{\chi^2-1}{\omega_b^2}.
\end{equation}
For a given $q(t)$ the mean of $v_0$ is $Cq(t)/S^2$. The half-space average of a Gaussian variable is $\langle q\theta(q)\rangle=S/\sqrt{2\pi}$. The numerator is therefore $C/(S\sqrt{2\pi})$. The same half-space average applied to $v_0$ gives the denominator, $\sqrt{kT/m}/\sqrt{2\pi}$. Their ratio is
\begin{equation}
\kappa(t)=\sqrt{\frac{kT}{m}}\frac{G}{S}=\frac{\omega_bG(t)}{\sqrt{\chi^2(t)-1}}.\label{kt}
\end{equation}
At short times $G\simeq t$ and $\chi\simeq1+\omega_b^2t^2/2$, so $\kappa(0^+)=1$. Temperature and mass have cancelled; they can still enter through the parameters.

\section{The growing mode}

The long-time behaviour follows from the poles of $\hat G$. Multiplying its denominator by $1+z\tau$ gives
\begin{equation}
\tau z^3+z^2+(\gamma_0-\omega_b^2\tau)z-\omega_b^2=0.\label{cubic}
\end{equation}
For $z>0$ both $z^2$ and $\gamma_0z/(1+z\tau)$ rise with $z$. Their sum starts at zero and grows without limit, so it equals $\omega_b^2$ at one positive value, $\lambda$, and this root is simple.

Let the other roots be $z_1,z_2$. The coefficients of \eqref{cubic} give
\begin{equation}
z_1+z_2=-\frac1\tau-\lambda<0,\qquad z_1z_2=\frac{\omega_b^2}{\tau\lambda}>0.
\end{equation}
If $z_1,z_2$ are real, they have the same sign and it is negative. If they are complex conjugates, half their sum is their negative real part. Thus only $\lambda$ gives growth, and $G\simeq ge^{\lambda t}$ with $g>0$. From \eqref{chi}, $\chi\simeq(\omega_b^2g/\lambda)e^{\lambda t}$. Equation \eqref{kt} then gives
\begin{equation}
\kappa=\lim_{t\to\infty}\frac{\omega_bG}{\chi}=\omega_b\frac{\lambda}{\omega_b^2}=\frac{\lambda}{\omega_b},
\end{equation}
which proves \eqref{gh}.

The friction in \eqref{gh} is $\hat\gamma(\lambda)=\int_0^\infty\gamma(s)e^{-\lambda s}ds$. A velocity growing as $e^{\lambda t}$ was smaller at earlier times, so the older part of the memory contributes less drag.

\section{Short and long memory}

\subsection{Kramers limit and its correction}

When $\lambda\tau\ll1$, the friction is $\gamma_0$ and \eqref{gh} becomes
\begin{equation}
\lambda_K^2+\gamma_0\lambda_K-\omega_b^2=0,\qquad
\lambda_K=-\frac{\gamma_0}{2}+\sqrt{\frac{\gamma_0^2}{4}+\omega_b^2}.
\end{equation}
Division by $\omega_b$ gives \eqref{kr}. For the first correction write $\lambda=\lambda_K+\delta$ and expand $\gamma_0\lambda/(1+\lambda\tau)\simeq\gamma_0\lambda-\gamma_0\tau\lambda^2$. The terms of first order are
\begin{equation}
(2\lambda_K+\gamma_0)\delta-\gamma_0\tau\lambda_K^2=0,\qquad
\delta=\frac{\gamma_0\tau\lambda_K^2}{2\lambda_K+\gamma_0}.\label{corr}
\end{equation}
Relative to $\lambda_K$ this first-order term is less than $\lambda_K\tau$; the full shift of the root can exceed that bound when friction is strong and memory is long. Because $\lambda<\omega_b$ for nonzero friction, $\omega_b\tau\ll1$ is a sufficient condition for the Kramers limit.

At fixed $\gamma_0$ and $\lambda$, a longer $\tau$ lowers the drag term in \eqref{gh}. The root must then rise to restore the equality, so $\kappa$ increases with memory time.

\subsection{Long memory}

This limit depends on what is held fixed. Let $\Gamma=\gamma(0)=\gamma_0/\tau$ and write
\begin{equation}
\lambda^2+\Gamma\frac{\lambda\tau}{1+\lambda\tau}=\omega_b^2.
\end{equation}
If $\Gamma<\omega_b^2$ is fixed and $\tau\to\infty$, then $\lambda\tau\to\infty$ and
\begin{equation}
\kappa\to\sqrt{1-\Gamma/\omega_b^2}.
\end{equation}
The bath is then too slow to follow the crossing and acts as a spring that reduces the barrier curvature. If $\Gamma>\omega_b^2$, this spring confines the coordinate until the bath relaxes. Now $\lambda$ tends to zero while $x=\lambda\tau$ stays finite; neglecting $\lambda^2$ gives $\Gamma x=\omega_b^2(1+x)$, or
\begin{equation}
\lambda\simeq\frac{\omega_b^2}{\tau(\Gamma-\omega_b^2)}.
\end{equation}
If instead $\gamma_0$ is fixed, $\Gamma$ falls as $1/\tau$ and $\kappa\to1$.

\section{Implementation}

With $a=\gamma_0/\omega_b$ and $b=\omega_b\tau$, solve
\begin{equation}
f(\kappa)=\kappa^2+\frac{a\kappa}{1+b\kappa}-1=0.
\end{equation}
The root lies between $\kappa_K$ and 1. Indeed $f(1)>0$ for nonzero friction, whereas $\kappa_K^2+a\kappa_K=1$ makes $f(\kappa_K)\le0$. Bisection in this interval is safe.

For trajectories, the memory integral can be replaced by one extra variable, $u=-\int_0^t\gamma(t-s)\dot q(s)ds+R/m$. Differentiating the exponential gives
\begin{equation}
\ddot q=\omega_b^2q+u,\qquad
\dot u=-\frac u\tau-\frac{\gamma_0}{\tau}\dot q+\sqrt{\frac{2kT\gamma_0}{m\tau^2}}\,\eta(t),\label{ext}
\end{equation}
where $\eta$ is unit white noise. Draw $u(0)$ with zero mean and variance $kT\gamma_0/(m\tau)$. Without the drag term the noise part of $u$ then has this variance at all times and correlation time $\tau$, as \eqref{fdt} requires.

A second route uses an explicit bath of oscillators with frequencies $\omega_j$ and couplings $c_j$. In mass-weighted coordinates the potential is
\begin{equation}
V=-\frac{\omega_b^2q^2}{2}+\frac12\sum_j\omega_j^2\left(x_j-\frac{c_jq}{\omega_j^2}\right)^2.
\end{equation}
Its kernel is $\gamma(t)=\sum_j(c_j^2/\omega_j^2)\cos\omega_jt$. For a mode $e^{\lambda t}$, the bath equation gives $x_j=c_jq/(\omega_j^2+\lambda^2)$. Eliminating $x_j$ from the equation for $q$ leaves
\begin{equation}
\lambda^2-\omega_b^2+\sum_j\frac{c_j^2}{\omega_j^2}\frac{\lambda^2}{\omega_j^2+\lambda^2}=0.\label{bath}
\end{equation}
The transform of $\cos\omega_jt$ is $z/(z^2+\omega_j^2)$, so the sum is $\lambda\hat\gamma(\lambda)$, as in \eqref{gh}. The Grote-Hynes root is thus the unstable normal-mode rate of coordinate and bath together.

\section{Example in the hafnia regime}

Take one polar cell in which four oxygen ions move together, with mass 64 u. The distance from barrier top to well is $a_0=0.050$ nm and the barrier is $U_0=0.60$ eV. These are rough values for ferroelectric hafnia. The friction parameters, $\gamma_0=40$ ps$^{-1}$ and $\tau=0.050$ ps, are assumptions, not measurements. With $x=q/a_0$, let
\begin{equation}
U=U_0(1-x^2)^2,\qquad \omega_b^2=\frac{4U_0}{ma_0^2},\qquad \omega_0^2=\frac{8U_0}{ma_0^2}.
\end{equation}
The curvatures at $x=0$ and $x=\pm1$ give $\omega_b=38.04$ and $\omega_0=53.80$ rad/ps.

The Grote-Hynes root is $\lambda=31.00$ ps$^{-1}$. The friction at this root is $40/(1+1.55)=15.7$ ps$^{-1}$, and substitution gives $31.00^2+15.69\times31.00\simeq1447\simeq38.04^2$ ps$^{-2}$. Diagonalizing a bath of 400 oscillators gives the same root to the printed digits. Hence
\begin{equation}
\kappa=\frac{31.00}{38.04}=0.815,\qquad \kappa_K=\frac{22.98}{38.04}=0.604.
\end{equation}
At the same integrated friction, memory raises the rate by a factor 1.35. Since $\lambda\tau=1.55$, the Kramers limit does not apply. The first-order correction predicts 0.927 here, which is too large; at $\tau=0.005$ ps it gives 0.6363 against the full 0.6355. At $\tau=0.2$ ps it exceeds 1 and is useless.

The flux \eqref{kt} falls from 0.991 at 0.01 ps to 0.86 at 0.06 ps and reaches 0.815 by 0.30 ps. A simulation of 40000 trajectories on the parabola gives $0.8205\pm0.0029$ (one standard error), about 1.9 standard errors above theory. It excludes the Kramers value for these parameters.

\subsection{From transmission factor to rate}

For a harmonic well, dividing the thermal flux at the top by the well population gives
\begin{equation}
k_{\rm TST}=\frac{\sqrt{kT/(2\pi m)}\,e^{-U_0/kT}}{\sqrt{2\pi kT/(m\omega_0^2)}}
=\frac{\omega_0}{2\pi}e^{-U_0/kT}.
\end{equation}
At 300 K this is about 710 s$^{-1}$. Multiplication by $\kappa$ gives 580 s$^{-1}$; the Kramers factor would give 430 s$^{-1}$. At 358 K, with all other parameters fixed, the Grote-Hynes rate is $2.5\times10^4$ s$^{-1}$. A barrier error of 0.05 eV changes the Boltzmann factor at 300 K by a factor 6.9, far more than the memory changes the rate.

The product $\kappa k_{\rm TST}$ requires $U_0\gg kT$ and enough energy loss after crossing for trajectories to settle in a well. Memory can weaken that loss: for steady oscillation at $\omega$, the dissipative friction is $\mathrm{Re}\,\hat\gamma(i\omega)=\gamma_0/(1+\omega^2\tau^2)$. Hence $\kappa\to1$ at long memory does not by itself mean that the full rate approaches $k_{\rm TST}$. In the quartic potential, trajectories driven by the same random numbers as those on the parabola give $0.8196\pm0.0029$ at 1.5 ps and the same value at 1.0 ps. Because the two runs share their random numbers, their difference is known better than either value: it is $0.0009\pm0.0003$, a resolved loss but one of only about 0.1\%. At longer memory and the same $\gamma_0$ the loss is large. The quartic potential then gives about 0.67 at $\tau=0.2$ ps and about 0.2 at $\tau=0.5$ ps, whereas \eqref{gh} gives 0.94 and 0.97. The rise of $\kappa$ with $\tau$ describes the parabolic top only.

\subsection{Quantum correction}

In the harmonic approximation, the quantum-to-classical partition function ratio of a mode $\omega$ is $\prod_{n\ge1}\nu_n^2/(\nu_n^2+\omega^2)$, with $\nu_n=2\pi nkT/\hbar$. Apply this to all modes of coordinate and bath, continuing $\omega^2$ to $-\lambda^2$ for the unstable one. Eliminating the bath as in \eqref{bath} leaves the rate factor
\begin{equation}
\Xi=\prod_{n=1}^{\infty}\frac{\nu_n^2+\nu_n\hat\gamma(\nu_n)+\omega_0^2}{\nu_n^2+\nu_n\hat\gamma(\nu_n)-\omega_b^2}.
\end{equation}
It is 1.12 at 300 K and 1.08 at 358 K. The first denominator vanishes when $\nu_1=\lambda$, at $T=\hbar\lambda/(2\pi k)=38$ K. Near and below this temperature the expression fails and tunnelling needs another treatment.

\section{Relation to real hafnia capacitors}

With a nominal charge of $2e$ per oxygen and a cell volume of 0.135 nm$^3$, the model polarization is 47.5 $\mu$C/cm$^2$. This is of the size expected for an ideally aligned crystal; remanent values of polycrystalline films are commonly lower, roughly 20 $\mu$C/cm$^2$. A field of 1 MV/cm, roughly the coercive scale of such films, lowers the model barrier to 0.56 eV. Its Boltzmann factor rises 4.6 times, while $\kappa$ changes by less than 0.001. The model barrier vanishes only when the field work over $a_0$, 0.040 eV per MV/cm, reaches the largest slope of the quartic, $8U_0/(3\sqrt3)=0.92$ eV. This needs 23 MV/cm, about twenty times the coercive field of films and above their breakdown field, so the model does not account for the measured coercive field.

One assumption that real devices break is the isolated reversal of one cell. Treat the cell as a sphere whose background response, apart from the switching polarization, has the same relative permittivity $\varepsilon_r=30$ as the surrounding medium. A change $\Delta P$ of the switching polarization then produces the field $-\Delta P/(3\varepsilon_0\varepsilon_r)$ and costs the energy
\begin{equation}
E_d=\frac{V_c(\Delta P)^2}{6\varepsilon_0\varepsilon_r},
\end{equation}
where $V_c$ is the cell volume. This is 0.12 eV at the path centre and 0.48 eV at full reversal. Adding it to the quartic potential raises the barrier to 0.73 eV and multiplies the Boltzmann factor by 0.006, whereas $\kappa$ falls only to 0.79. The barrier for return from the reversed well is then only 0.28 eV. That well exists only while the centre value of $E_d$ is below $U_0/2$, which here requires $\varepsilon_r$ above about 12. The estimate applies a continuum to one cell and lets the medium respond fully during the crossing, so it gives a scale only. Films switch by nucleation and domain-wall motion over many cells. The single-cell rate is therefore neither a switching speed nor a retention rate. Equation \eqref{gh} can be used for such a collective step only if one unstable coordinate describes it, its motion near the barrier top obeys \eqref{gle}, and its own $\omega_b$, $\gamma_0$ and $\tau$ are supplied. If its friction kernel is not a single exponential, the second term in \eqref{gh} must be replaced by $\lambda\hat\gamma(\lambda)$ with the transform of the actual kernel. The remaining values are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough, hafnia regime; friction assumed)
barrier 0.60 eV; half path 0.050 nm
moving mass 64 u; temperature 300 K
g0 40.0 1/ps; tau 0.050 ps
MAIN RESULT
thermal energy kT = 0.02585 eV
barrier frequency wb = 38.043 rad/ps
well frequency w0 = 53.801 rad/ps
Grote-Hynes root lam = 31.0001 1/ps
same from 400-oscillator bath = 31.0001 1/ps
lam*tau = 1.550 (dimensionless)
friction at root g0/(1+lam tau) = 15.686 1/ps
kappa Grote-Hynes = 0.8149
Kramers root = 22.9800 1/ps
kappa Kramers = 0.6041
ratio Grote-Hynes/Kramers = 1.349
REACTIVE FLUX kappa(t), by quadrature
t = 0.01 ps: kappa(t) = 0.9907
t = 0.03 ps: kappa(t) = 0.9373
t = 0.06 ps: kappa(t) = 0.8605
t = 0.30 ps: kappa(t) = 0.8149
MEMORY TABLE: tau (ps), kappa, first-order kappa
0.001  0.6105  0.6105
0.005  0.6355  0.6363
0.020  0.7160  0.7332
0.050  0.8149  0.9270
0.200  0.9374  1.8959
TRAJECTORIES (40000 each)
parabola: kappa = 0.8205, std error 0.0029
quartic, 1.0 ps: kappa = 0.8196
quartic, 1.5 ps: kappa = 0.8196, std error 0.0029
SINGLE-CELL CLASSICAL RATES
transition-state rate, 300 K = 712.9 1/s
with Grote-Hynes = 581.0 1/s
with Kramers = 430.7 1/s
Grote-Hynes, 358 K = 2.495e+04 1/s
NEGLECTED EFFECTS
quantum rate factor, 300 K = 1.1224
quantum rate factor, 358 K = 1.0849
tunnelling crossover = 37.7 K
0.05 eV barrier error: rate factor 6.92
assumed: 2 e per O, 0.135 nm3, eps 30
polarization = 47.5 uC/cm2
field 1.0 MV/cm: work to top 0.040 eV
  barrier 0.5605 eV, wb 38.027 rad/ps, kappa 0.8147
depolarization: at centre 0.119 eV, end 0.477 eV
  barrier 0.7324 eV, wb 35.346 rad/ps, kappa 0.7916
  rate factor, field: 4.61
  rate factor, depol.: 5.97e-03
\end{verbatim}
